# The Madras–Sokal variance and self-consistent window for autocorrelation times, part 2

Successive local energies $x_1,\dots,x_M$ from an equilibrated Monte Carlo walk are correlated. The error bar of their average $\bar x$ therefore needs the integrated time $\tau$, counted in steps. With mean $\mu$, autocovariance $C(t)=\langle (x_i-\mu)(x_{i+t}-\mu)\rangle$ and $\rho(t)=C(t)/C(0)$,

$$\tau=\frac12+\sum_{t=1}^{\infty}\rho(t),\qquad F=\sum_{t=-\infty}^{\infty}C(t)=2\tau C(0),\qquad \mathrm{Var}\,\bar x\simeq\frac FM=\frac{2\tau C(0)}M .$$

For exponential decay, $\rho(t)=a^{|t|}$ with $a=(2\tau-1)/(2\tau+1)$.

Let $\hat C(t)$ be the autocovariance estimated with prefactor $1/M$. Summed over all lags, it gives exactly zero about $\bar x$; about a known $\mu$ its relative variance is 2 for any long run, and for Gaussian data with prefactor $1/(M-|t|)$ it is $4\ln M+\text{const}$. The sum is therefore cut at a largest lag $W$:

$$\hat S_W=\sum_{|t|\le W}\hat C(t),\qquad \hat\tau(W)=\frac{\hat S_W}{2\hat C(0)},\qquad \tau_W=\frac12+\sum_{t=1}^W\rho(t),$$

where $\tau_W$ is the true cut sum. The leading formula is the Madras–Sokal variance,

$$\boxed{\;\mathrm{Var}\,\hat\tau(W)\simeq\frac{2(2W+1)}M\,\tau^2,\qquad \tau\ll W\ll M.\;}$$

If $\rho(t)$ is a sum of positive decaying exponentials, $W$ must be long compared with the slowest decay time. $\hat S_W$ has the same leading relative variance. For a Gaussian series with exponential decay, $2W+1$ becomes $2W+1-\frac92\tau$ for $\hat\tau$ and $2W+1-\frac32\tau$ for $\hat S_W$. For non-Gaussian data the fourth cumulant adds a term that does not grow with $W$, so the slope $d\,\mathrm{Var}\,\hat\tau/dW\simeq4\tau^2/M$ survives.

The Gaussian trace formula for known $\mu$ is $\mathrm{Var}\,\hat S_W=2\,\mathrm{tr}(ACAC)$, with matrices $C_{ij}=C(i-j)$ and $A_{ij}=d(i-j)/M$, where $d(t)=1$ for $|t|\le W$ and $d(t)=0$ beyond. For $\hat\tau$, linearized, $d(t)$ is replaced by $d(t)-2\tau_W\delta_{t,0}$ and the form is divided by $2C(0)$.

Since this variance favours a small $W$, the question now is why not to take $W=1$.

**A.** Because the cut leaves out part of the signal. For $\rho(t)=a^t$ the missing tail is

$$\tau-\tau_W=\sum_{t>W}a^t=a^W\frac a{1-a}=a^W\Big(\tau-\frac12\Big),$$

where $a=(2\tau-1)/(2\tau+1)$ was used. For $\tau\gg1$, $\ln a\simeq-1/\tau$, and the relative bias is $-e^{-W/\tau}$. The relative mean square error is the squared bias plus the variance:

$$E(W)\simeq e^{-2W/\tau}+\frac2M\Big(2W+1-\frac92\tau\Big).$$

The first term falls with $W$ and the second rises. Setting the derivative to zero,

$$-\frac2\tau e^{-2W/\tau}+\frac4M=0\quad\Longrightarrow\quad W_{\rm opt}=\frac\tau2\ln\frac M{2\tau} .$$

The second derivative, $(4/\tau^2)e^{-2W/\tau}$, is positive, so this is a minimum. The constant $-\frac92\tau$ has no influence on its position. For $\tau=10$ and $M=10^5$ the formula gives $5\ln5000=42.6$. A direct search over integer windows, with the variance computed without the assumption $W\gg\tau$, finds 42.

**Q.** So the best window is a few $\tau$. But I need $\tau$ to choose the window that gives me $\tau$.

**A.** Let the two determine each other. Compute $\hat\tau(W)$ for $W=1,2,3,\dots$ and stop at the first $W$ that satisfies

$$W\ge c\,\hat\tau(W),$$

with a fixed number $c$. The window is then $c$ times the correlation time that it has itself produced.

**Q.** How do I know that it does not stop at once, or at some meaningless place?

**A.** Consider exponential decay without noise, with $\tau\gg1$, so that $\tau_W\simeq\tau(1-e^{-W/\tau})$. With $u=W/\tau$, the stopping condition becomes

$$u=c\,(1-e^{-u}).$$

The difference $h(u)=c(1-e^{-u})-u$ vanishes at $u=0$, has slope $c-1$ there, and is concave. If $c>1$, it first rises, then falls and crosses zero once at a positive $u$. The rule runs up to that crossing and stops. If $c\le1$, there is no positive root, and the rule closes at a lag much shorter than $\tau$, where little has been learned. On integer lags this is a few steps for $c$ clearly below 1, and about $\sqrt\tau$ steps for $c=1$.

For $c=5$ the root is $u=4.965$, and the relative bias is $-e^{-u}=-0.70\%$. Applied to an exact exponential with $\tau=100$, the rule stops at $W=497$.

**Q.** Why 5? Your optimum depends on $M$, and this number does not.

**A.** The dependence is only logarithmic. The optimum equals $5\tau$ when $M=2\tau e^{10}\approx4.4\times10^4\,\tau$. For a shorter run it is smaller: at $M=1000\tau$ the formula gives $\frac12\ln500\approx3.1$ times $\tau$, and the minimum without the assumption $W\gg\tau$ lies at about 3.2. There, $c=5$ accepts more noise than necessary in exchange for less bias. I regard that as a sensible trade, because the noise has a formula and can be quoted, whereas the bias from a positive tail of $\rho(t)$, as in exponential decay, makes error bars too small and is hard to see in the data. The derivation does not single out 5.

**Q.** The window now depends on the noise. Your variance was derived for a fixed $W$.

**A.** For small fluctuations the effect can be estimated. Let the estimated curve lie above the true one by $\eta$ near the stopping point. Then $W=c(\tau_W+\eta)$. The slope of $\tau_W$ there is about $e^{-u}$, so

$$\delta W=c\,(e^{-u}\,\delta W+\eta)\quad\Longrightarrow\quad \delta\hat\tau=\frac{\delta W}c=\frac\eta{1-c\,e^{-u}} .$$

For $c=5$, $c\,e^{-u}=0.035$, and the scatter grows by about 4%. This treats $\eta$ as constant across the range in which the window moves, so it leaves out the noise in the slope of the estimated curve. It holds only when the fluctuations are small: for a Gaussian series with exponential decay and $M\approx1000\tau$ the growth is about 7%.

**Q.** All of this rests on one exponential. Give me a case that defeats the rule.

**A.** Take two decay modes, a fast one with time $\tau_f$ and a slow one with time $\tau_s$ and a small weight $w$. The true time is

$$\tau=(1-w)\tau_f+w\tau_s .$$

For a window with $\tau_f\ll W\ll\tau_s$, the fast mode is fully summed. The slow one has hardly decayed and adds $w$ per lag:

$$\tau_W\simeq(1-w)\tau_f+wW .$$

Putting $W=c\tau_W$ and solving for $W$,

$$W=\frac{c\,(1-w)\,\tau_f}{1-cw}\qquad(cw<1).$$

If this value lies well below $\tau_s$, the window closes before the slow mode has been counted. With $w=0.05$, $\tau_f=2$, $\tau_s=200$ and $c=5$, the formula gives 12.7, and the rule applied to the exact $\rho(t)$ stops at 13. It reports $\tau=2.55$, while the true value is 11.9. The error bar of the mean would be too small by the factor $\sqrt{11.9/2.55}=2.2$, and the noise of the data has no part in this.

**Q.** Could I notice?

**A.** Sometimes. Repeat the analysis with a larger $c$. In this example the approximate formula with $c=10$ gives $W=10\times1.9/0.5=38$, which is no longer far below $\tau_s$. With the decay of the slow mode kept, $\tau_W\simeq1.9+0.05\,[0.5+199.5(1-e^{-W/200})]$, the rule stops at $W=36$, and the estimate rises from 2.55 to 3.57. Such a rise, well above the 0.7% expected for one exponential, shows a tail, provided that it exceeds the noise. No analysis of the data can reveal a slow mode that the run has not sampled.

**Q.** I would like to see this for a real quantum Monte Carlo energy.

**A.** Take the hydrogen atom with the trial function $\psi=e^{v}$, $v=-r-br^2$, in Hartree atomic units. For a function of $r$,

$$\frac{\nabla^2\psi}\psi=v''+\frac2rv'+v'^2,\qquad v'=-1-2br,\qquad v''=-2b .$$

The local energy is therefore

$$E_L=-\frac12\Big[-2b-\frac2r-4b+1+4br+4b^2r^2\Big]-\frac1r=3b-\frac12-2br-2b^2r^2 .$$

The $1/r$ from the kinetic energy cancels the nuclear attraction. With $b=0.1$ bohr$^{-2}$, $E_L=-0.2-0.2r-0.02r^2$ hartree, with $r$ in bohr.

**Q.** Why not the simpler $e^{-\alpha r}$?

**A.** The same calculation with $v'=-\alpha$ gives $E_L=-\alpha^2/2+(\alpha-1)/r$. For $\alpha\ne1$ the fourth moment contains

$$\int_0 r^2\,\frac1{r^4}\,dr=\int_0\frac{dr}{r^2},$$

which diverges at the nucleus. The variance of the energy is finite, but the variance of $\hat C(0)$ is not, and the derivation of the Madras–Sokal formula fails. With the polynomial $E_L$ all moments exist, because $|\psi|^2$ decays faster than any power of $r$.

**Q.** How will you know the true $\tau$, against which the estimates are to be judged?

**A.** The walk uses Metropolis moves with a Gaussian displacement of 1 bohr per Cartesian coordinate. The proposal is isotropic, and the acceptance depends on the old and new radii alone, so the radius is itself a Markov chain. On a radial grid it has a transition matrix $P$ and a stationary distribution $\pi$. With $\varepsilon=E_L-\langle E_L\rangle$ as a vector on the grid,

$$C(t)=\sum_i\pi_i\,\varepsilon_i\,(P^t\varepsilon)_i .$$

The sum over $t\ge0$ needs $g=\sum_{t\ge0}P^t\varepsilon$, which solves $(1-P)g=\varepsilon$ with $\sum_i\pi_ig_i=0$. No random numbers enter, and the remaining error is that of the grid.

The results are an acceptance of 31%, a mean energy of $-0.4658$ hartree ($-12.68$ eV), $C(0)=0.02448$ hartree$^2$ and $\tau=8.44$ steps. Applied to the exact $\rho(t)$, the rule with $c=5$ gives $W=42$ and $\tau_W=8.37$, which is 0.8% below $\tau$.

**Q.** Now analyse one run as I would have to, without that knowledge.

**A.** One walk of $M=8000$ steps gives $W=42$ and $\hat\tau=8.25$. The leading formula gives the relative error

$$\sqrt{\frac{2(2\times42+1)}{8000}}=\sqrt{0.02125}=0.146,$$

so $\hat\tau=8.2\pm1.2$ steps. If correlation is ignored, the error bar of the energy is 0.00178 hartree. The correct one is larger by $\sqrt{2\hat\tau}=\sqrt{16.5}=4.06$:

$$E=-0.4742\pm0.0072\ \text{hartree}.$$

The error bar is about 0.20 eV. The estimate lies 0.0084 hartree below the reference, or 1.2 error bars.

**Q.** One run proves little.

**A.** The same analysis was made for 2000 independent walks. The scatter of their mean energies is 0.00709 hartree, and the exact $\tau$ and $C(0)$ predict

$$\sqrt{\frac{2\times8.44\times0.02448}{8000}}=0.00719\ \text{hartree}.$$

The interval of one error bar on each side contains the reference energy in 68.6% of the walks, where a Gaussian would give 68.3%. With correlation ignored, the coverage falls to 20%.

The self-consistent windows range from 30 to 71, with a mean of 42.2. The mean of $\hat\tau$ is 8.34, close to $\tau_W=8.37$. By contrast, the sum over all lags about the known mean has a relative variance of 2.08 for stretches of 1000 steps and 1.95 for 8000 steps. Within the sampling error of such variances, both agree with the predicted 2.

**Q.** And does $\hat\tau$ scatter as the Madras–Sokal formula says?

**A.** Roughly. At the fixed window $W=42$ the leading formula predicts a relative standard deviation of 0.146, and 0.126 is observed. The Gaussian exponential correction would give

$$\sqrt{\frac{2(85-4.5\times8.44)}{8000}}=0.108,$$

which is too low. The Gaussian trace formula with the exact $\rho(t)$ of this walk gives 0.109, so the shape of $\rho(t)$ is not the cause; the excess comes from the non-Gaussian statistics of the local energy. With the self-consistent window the scatter is 0.136, an increase of 8% where the estimate above gave 4%. A Gaussian series with a single exponential and the same $\tau$ and $M$ shows about 7%, so the difference lies mainly in the small-fluctuation estimate and not in the departure from one exponential.

**Q.** You said that the growth with $W$ survives for any such process. That is the sharper claim.

**A.** Between $W=68$ and $W=203$ the observed relative variance rises from 0.0294 to 0.0885. The slope, multiplied by $M$, is

$$\frac{8000\,(0.08849-0.02937)}{203-68}=3.50,$$

where the limit $W\ll M$ predicts 4. Part of the shortfall comes from the finite length of the run. For $W\gg\tau$, treat $C$ as multiplication by $F$. The trace for a known mean then involves $\mathrm{tr}A^2$, which counts $M-|t|$ pairs at lag $t$:

$$M\,\mathrm{tr}A^2=\sum_{|t|\le W}\Big(1-\frac{|t|}M\Big)=2W+1-\frac{W(W+1)}M .$$

Subtracting the sample mean removes the constant vector from the form. On that vector $A$ acts, apart from the ends, as multiplication by $(2W+1)/M$, so the trace loses the square of this number, and $M$ times the trace loses $(2W+1)^2/M\simeq4W^2/M$. Together,

$$2W+1\;\longrightarrow\;2W+1-\frac{5W^2}M .$$

The relative variance is $2/M$ times this bracket. Its mean slope between $W_1$ and $W_2$, multiplied by $M$, is

$$4-\frac{10(W_1+W_2)}M=4-\frac{10\times271}{8000}=3.66 .$$

A variance estimated from 2000 roughly Gaussian values has a relative error of $\sqrt{2/2000}=3.2\%$. Applied to the value at $W=203$, this corresponds to about 0.17 in the slope. The two variances come from the same walks and their errors are correlated, so the figure is a rough scale, and on that scale 3.50 is compatible with 3.66.

**Q.** Last, how far may I trust the error bar itself?

**A.** The squared error bar is $\sigma^2=\hat S_W/M$. For small deviations $\delta\sigma/\sigma=\frac12\,\delta\hat S_W/\hat S_W$, so to leading order

$$\frac{\delta\sigma}\sigma\simeq\frac12\sqrt{\frac{2(2W+1)}M} .$$

This gives 7.3% for the hydrogen runs, and the observed scatter is 9.2%. The Gaussian exponential correction, $-\frac32\tau$, would lower the prediction, so it cannot explain the excess. The moving window raised the scatter of $\hat\tau$ by only 8%, so it is unlikely to explain most of the excess here. The fourth cumulant of the local energy is the likely main source, but this is a conjecture, because the contributions were not computed separately.

For planning, put $W\simeq5\tau$. The relative variance of $\hat\tau$ is then about $20\tau/M$, and a 10% error in $\hat\tau$ requires $M\simeq2000\tau$. The error bar of the energy is then uncertain by about 5%. These are leading-order errors. In the hydrogen runs the scatter of $\hat\tau$ lay 7% below its leading-order value and the scatter of the error bar 27% above its own.

## Computed values

```
GAUSSIAN SERIES (times in steps, variances relative)
tau, M, W: 5.0, 2000, 25
leading 2(2W+1)/M: 0.05100
covariance sum, exact / formula: 0.04320 / 0.04350
tau estimate, exact / formula: 0.02881 / 0.02850
W = 500: variance over leading term, M >> W: 0.9776
all lags, 1/(M-t), M=500: 16.168
all lags, 1/(M-t), M=2000: 21.683
growth, exact / 4 ln(ratio of M): 5.515 / 5.545
best W for tau=10, M=100000: 42
best W from formula: 42.59
window constant c: 5.0
fixed point W/tau: 4.9651, bias: -0.00698
found W at tau=100: 497
slow mode: weight 0.05, times 2 and 200
slow mode: W found / formula: 13 / 12.67
slow mode: tau found / true: 2.551 / 11.900
HYDROGEN, REFERENCE FROM TRANSITION MATRIX
b: 0.1 bohr^-2, step per coordinate: 1.0 bohr
acceptance: 0.3094
mean energy: -0.465803 hartree = -12.6752 eV
C0: 2.447801e-02 hartree^2, std: 0.15645 hartree
tau: 8.4427 steps
self-consistent W: 42, tau cut there: 8.3717
HYDROGEN, 2000 WALKS OF 8000 STEPS
error of mean, formula: 7.1879e-03 hartree
error of mean, scatter: 7.0942e-03 hartree
all lags, sample mean, sum/C0: 7.0e-15
all lags, known mean, M=1000: rel. variance 2.075
all lags, known mean, M=8000: rel. variance 1.948
mean tau estimate: 8.3448 steps
mean W: 42.23, range 30 to 71
rel. std of tau, leading formula, W=42: 0.1458
rel. std of tau, seen, fixed W=42: 0.1260
rel. std of tau, seen, self-consistent W: 0.1358
W=68: rel. variance seen / leading: 0.02937 / 0.03425
W=203: rel. variance seen / leading: 0.08849 / 0.10175
slope M dVar/dW / tau^2 (theory 4): 3.504
rel. scatter of error bar, seen: 0.0924
rel. scatter of error bar, leading formula: 0.0729
coverage of one-sigma bars: 0.6855
coverage if correlation is ignored: 0.2045
ONE WALK
W: 42, tau: 8.248 +- 1.202 steps
energy: -0.474191 +- 0.007243 hartree
error bar: 197.10 meV
error bar without correlation: 0.001783 hartree
```
